# Gap levels of silicon vacancies with zero to four hydrogen atoms

## Problem

Removing one atom from a silicon crystal leaves four neighbours, each with one dangling hybrid orbital pointing into the vacancy. Hydrogen can bond to these hybrids one at a time, giving the defects V, VH, VH2, VH3 and VH4.

Use this one-electron model with orthonormal orbitals:

- Each hybrid has energy $e$, and every pair of hybrids has the matrix element $-t$, with $t>0$.
- Each of the $n$ hydrogen atoms adds a 1s orbital of energy $e_H$, coupled by $-V$ to its own hybrid only.
- The number of bare hybrids is $m=4-n$.
- The host crystal enters through effective values of $e$ and $t$ and through its band edges $E_v=0$ and $E_c$. A level is a gap level if it lies between these edges.

The defects are neutral: each hybrid and each hydrogen atom supplies one electron. Take rough silicon-like values: $E_c=1.12$ eV, $e=0.40$ eV, $t=0.25$ eV, $e_H=-2.0$ eV and $V=5.0$ eV.

1. Find the levels of the bare vacancy.
2. Find what happens to the dangling-bond levels for $n=1,2,3$ when $V$ is large.
3. Give the gap levels and their electrons for each neutral defect.
4. Find how strong the Si–H coupling must be for VH4 to have no gap level.

## Hints

**Hint 1.** In the eigenvalue equations, write the sum over the other hybrids as the sum over all four minus the hybrid itself.

**Hint 2.** Eliminate the hydrogen amplitudes. Treat separately the states whose four hybrid amplitudes add up to zero.

**Hint 3.** For $n=4$, every hybrid has the same partner. Take a combination of hybrids that is already an eigenstate without hydrogen, and give the hydrogen orbitals the same pattern.

**Hint 4.** A quadratic with positive leading coefficient is negative only between its two real roots.

## Solution

### 1. The bare vacancy

Let $c_i$ be the amplitude on hybrid $i$ and $S=\sum_j c_j$. Since $\sum_{j\ne i}c_j=S-c_i$,

$$
Ec_i=ec_i-t(S-c_i)=(e+t)c_i-tS .
$$

If $S=0$, then $E=e+t$. Four amplitudes with one constraint give three independent states, the $t_2$ level. If all amplitudes are equal, $S=4c_i$ and $E=e+t-4t=e-3t$, the $a_1$ level. Hence

$$
E(a_1)=e-3t=-0.35\ \text{eV},\qquad E(t_2)=e+t=0.65\ \text{eV}.
$$

The $a_1$ level lies below $E_v$. In a crystal a state at such an energy can mix with the valence continuum and broaden into a resonance; the model represents it by a single filled level.

### 2. Adding hydrogen

Let $h_i$ be the amplitude on the hydrogen bonded to hybrid $i$. Its equation is

$$
Eh_i=e_Hh_i-Vc_i
\quad\Rightarrow\quad
h_i=-\frac{V}{E-e_H}\,c_i .
$$

The hybrid's equation gains the term $-Vh_i=V^2c_i/(E-e_H)$. Moving all terms in $c_i$ to one side gives

$$
(e+t-E)\,c_i=tS \quad\text{(bare)},
$$

$$
\left(e+t+\frac{V^2}{E-e_H}-E\right)c_i=tS \quad\text{(hydrogenated)}.
$$

**States with $S=0$.** At $E=e+t$ the bare equation is satisfied. The hydrogenated one requires $c_i=0$, because $V^2/(e+t-e_H)$ is not zero. The remaining $m$ bare amplitudes must add up to zero, which leaves $m-1$ states for $m\ge1$. Their energy is $e+t$ for every nonzero $V$: the contributions that their bare hybrids send to each hydrogenated hybrid cancel.

There are also $n-1$ independent patterns (for $n\ge1$) living on the hydrogenated hybrids alone. Each gives one Si–H bonding and one antibonding level.

**States with $S\ne0$.** Solve for each $c_i$, add the four amplitudes and divide by $S$:

$$
1=t\left[\frac{m}{e+t-E}+\frac{n}{e+t+V^2/(E-e_H)-E}\right].
$$

As $V\to\infty$ at fixed $E\neq e_H$, the second term vanishes. Then $e+t-E=mt$, so the symmetric dangling level approaches

$$
E_0=e-(m-1)t .
$$

For large but finite $V$, the second term inside the bracket, multiplied by $t$, is approximately

$$
\eta=\frac{nt(E_0-e_H)}{V^2}\ll1 .
$$

The equation becomes $mt/(e+t-E)=1-\eta$. Therefore $e+t-E\simeq mt(1+\eta)$, and

$$
E\simeq E_0-mt\eta
=E_0-\frac{mn\,t^2(E_0-e_H)}{V^2}.
$$

The shift is downward when $E_0>e_H$, as it is here. For VH3, $m=1$, $n=3$ and $E_0=0.40$ eV, so

$$
\Delta E\simeq-\frac{3(0.25)^2(2.40)}{5.0^2}\ \text{eV}=-0.018\ \text{eV}.
$$

Direct diagonalization gives the level at 0.381 eV, a shift of $-0.019$ eV. For VH and VH2 the estimated shifts are $-0.014$ and $-0.022$ eV, in agreement with the diagonalized levels to within 0.001 eV.

### 3. Filling the levels

There are $4+n$ electrons. The $n$ Si–H bonding levels lie below $E_v$ for these parameters and take $2n$ of them. The dangling levels receive

$$
(4+n)-2n=4-n=m
$$

electrons, one per bare hybrid. Filling from below gives the following table, in which the last column counts only electrons in the gap.

| Defect | Dangling levels (eV) | Gap levels | Gap electrons |
|---|---|---:|---:|
| V | −0.35; 0.65 (three) | 3 | 2 |
| VH | −0.11; 0.65 (two) | 2 | 1 |
| VH2 | 0.13; 0.65 | 2 | 2 |
| VH3 | 0.38 | 1 | 1 |
| VH4 | none | 0 | 0 |

Each hydrogen removes one dangling level, but the number of gap levels does not fall by one each time. From VH to VH2 it stays at two: one level at 0.65 eV disappears, while the symmetric level rises from below $E_v$ into the gap. It rises because fewer bare hybrids remain to lower its energy by sharing electrons.

VH and VH3 each have an odd number of electrons and therefore an unpaired spin. In VH2 the two electrons fill the lower level. In V, two electrons share three degenerate levels, so this one-electron model does not determine the spin.

The lower VH2 level is only 0.13 eV above the valence edge. Its place in the gap is thus less secure than that of the level at 0.65 eV.

### 4. Full hydrogenation

Take a hybrid combination with energy $a$ before hydrogen is added; $a$ is either $e-3t$ or $e+t$. Giving the hydrogen orbitals the same pattern reduces the problem to the matrix

$$
\begin{pmatrix}a&-V\\-V&e_H\end{pmatrix}.
$$

Its levels are the roots of

$$
P_a(E)=(E-a)(E-e_H)-V^2,
$$

namely

$$
E_\pm=\frac{a+e_H}{2}\pm
\sqrt{\left(\frac{a-e_H}{2}\right)^2+V^2}.
$$

The four patterns account for all eight orbitals. There is no separate dangling level left: every level is a Si–H bonding or antibonding level. It remains to show that these lie outside the gap.

Since $P_a$ is negative only between its roots, the bonding level is below $E_v$ and the antibonding level above $E_c$ if and only if $P_a$ is negative at both edges. Thus every pair straddles the gap when

$$
V^2>(E-a)(E-e_H)
$$

for $E=E_v,E_c$ and $a=e-3t,e+t$. This is sufficient for an empty gap. It is not necessary for all conceivable parameters, because both members of a pair could lie on the same side of the gap.

For the present values, the four right-hand sides are:

- At $E_v$: $0.35\times2.00=0.70$ eV² for $a_1$ and $-0.65\times2.00=-1.30$ eV² for $t_2$.
- At $E_c$: $1.47\times3.12=4.59$ eV² for $a_1$ and $0.47\times3.12=1.47$ eV² for $t_2$.

The largest gives

$$
V>V_{\min}=\sqrt{4.59}\ \text{eV}=2.14\ \text{eV}.
$$

Here no smaller $V$ clears the gap. The upper $t_2$ levels start at 0.65 eV and stay in the gap until $V=\sqrt{1.47}=1.21$ eV. Before they leave, at $V=\sqrt{0.70}=0.84$ eV, the upper $a_1$ level enters from below; it leaves at 2.14 eV. Diagonalization from $V=0$ to 5.99 eV in steps of 0.01 eV confirms this boundary.

At $V=5.0$ eV, the $a_1$ pair is

$$
E_\pm=-1.175\pm\sqrt{0.825^2+25}\ \text{eV}
=-6.24,\ 3.89\ \text{eV}.
$$

For $t_2$, the result is

$$
E_\pm=-0.675\pm\sqrt{1.325^2+25}\ \text{eV}
=-5.85,\ 4.50\ \text{eV},
$$

three times each. The eight electrons fill the four bonding levels. The nearest levels are 5.85 eV below $E_v$ and 2.77 eV above $E_c$, so full hydrogenation removes all dangling-bond gap states in this model.

### What the level positions mean in silicon

The model gap of 1.12 eV is an input chosen close to silicon's gap near room temperature, about 1.1 eV. The orbital parameters are rough values chosen to place the bare $t_2$ level inside the gap and the $a_1$ level below it. They are not a fit, and the levels in the table are not measured defect energies.

Electron repulsion is one omission. Give two electrons on the same hybrid a trial repulsion $U=0.30$ eV. For the two bare hybrids of VH2, with $V$ taken as infinite, the singlet with one electron on each hybrid couples by $-2t$ to the symmetric doubly occupied state. Relative to $2e$, the lower singlet energy is

$$
E_s=\frac U2-\sqrt{\frac{U^2}{4}+4t^2}
=0.15-0.522=-0.37\ \text{eV}.
$$

The triplet is at zero, because its electrons cannot meet on one hybrid. The separation of 0.37 eV greatly exceeds $k_BT=0.026$ eV at 300 K, which supports the paired filling of VH2 for this trial $U$. A larger repulsion narrows the separation: the same formula gives 0.12 eV at $U=2$ eV.

For VH3, adding the first electron costs 0.38 eV and adding the second costs 0.68 eV. These are the $(+/0)$ and $(0/-)$ transition levels if relaxation is ignored. In this estimate VH3 is neutral only when the Fermi level lies between them. Doping can therefore break the assumption of neutrality, and a one-electron level should not be read as both transition levels at once.

## Variation 1: a distorted vacancy

**Question.** How does a pairing distortion change the gap levels of V and VH, and can it restore a gap level in VH4?

**Solution for V.** Let the coupling strength be $t+d$ within the pairs (1,2) and (3,4), and $t-d/2$ between pairs. Each hybrid's total coupling remains

$$
(t+d)+2(t-d/2)=3t,
$$

so $a_1$ does not move. The pattern $(1,1,-1,-1)$ has energy

$$
e-(t+d)+2(t-d/2)=e+t-2d.
$$

The patterns $(1,-1,0,0)$ and $(0,0,1,-1)$ have energy $e+t+d$. With $d=0.10$ eV, $t_2$ splits into 0.45 eV and two levels at 0.75 eV. Two electrons in the lower level gain $4d=0.40$ eV. This gain is linear in $d$; an elastic cost that starts quadratically cannot prevent a small distortion. Pairing both electrons in the lower level gives spin zero; whether this is the ground state also depends on electron repulsion and exchange, which the one-electron model omits.

**Solution for VH.** Among the three bare hybrids, let one pair have coupling $t+2g$ and the other two $t-g$. The pattern $(1,-1,0)$ has energy $e+t+2g$. The pattern $(1,1,-2)/\sqrt6$ has mean energy

$$
e-\frac{2}{6}\left[(t+2g)-4(t-g)\right]=e+t-2g.
$$

For $g=0.05$ eV these are 0.75 and 0.55 eV. Diagonalization gives 0.75 and 0.557 eV. The second pattern also couples to the symmetric one, by $-\sqrt2g=-0.071$ eV. That level lies about 0.66 eV lower and pushes it up by about $0.071^2/0.66=0.008$ eV, close to the difference of 0.007 eV.

**Solution for VH4.** If $e_H$ and $V$ remain equal on all four sites, the $2\times2$ reduction works for any symmetric hybrid coupling matrix: $a$ simply runs over its new eigenvalues. At both edges $E>e_H$, so the lowest $a$ sets the strictest condition. The pairing distortion above leaves that value at $-0.35$ eV, provided the other patterns stay above it. Every $V$ above the same $V_{\min}=2.14$ eV therefore still clears the gap, and no gap level returns at $V=5.0$ eV.

## Variation 2: hydrogen atoms that interact

**Question.** The hydrogens in VH4 are close together. How strong must a direct coupling $-h$ between each pair be to bring a level back into the gap?

**Solution.** Take a lattice constant of about 0.54 nm and a Si–H length of about 0.15 nm. Without relaxation, each hydrogen is $\sqrt3\times0.54/4-0.15\simeq0.084$ nm from the vacancy centre. Tetrahedral geometry makes the H–H distance $\sqrt{8/3}\times0.084\simeq0.14$ nm, so direct coupling cannot be dismissed.

The hydrogen orbitals now have the same coupling pattern as the hybrids. Thus $e_H$ becomes $e_H-3h$ for $a_1$ and $e_H+h$ for $t_2$. As $h$ grows, the upper $a_1$ level falls. It reaches $E_c$ when

$$
(E_c-e+3t)(E_c-e_H+3h)=V^2,
$$

which gives

$$
h=\frac13\left(\frac{25}{1.47}-3.12\right)\text{eV}=4.63\ \text{eV}.
$$

**Adding back bonds.** Each neighbour has three more hybrids. Let all hybrids on one atom couple by $-V_1=-1.5$ eV, and let each back hybrid couple by $-V_2=-4.5$ eV to a partner orbital; all these orbitals have energy $e$, and the partners are coupled to nothing further, so this is a truncated cluster. An isolated dangling state stays at $e$ if its amplitude is $c$ on the dangling hybrid, zero on the back hybrids and $p$ on each partner, with

$$
-V_1c-V_2p=0.
$$

Its weight on the dangling hybrid is

$$
\frac{1}{1+3V_1^2/V_2^2}=0.75 .
$$

To keep the effective coupling near 0.25 eV, the bare coupling is raised to $0.25/0.75=0.333$ eV.

In this cluster, with a trial $h=2.0$ eV, the counts of levels between 0 and 1.12 eV remain 3, 2, 2, 1 and 0. The lower VH2 level moves to 0.09 eV and the VH3 level to 0.33 eV. VH4 has its highest filled level at $-3.41$ eV and its lowest empty level at 1.53 eV. The clearance above $E_c$ has shrunk from 2.77 to 0.41 eV (back bonds alone give 1.60 eV, $h=2.0$ eV alone gives 1.00 eV), and a level re-enters the gap at $h=3.13$ eV.

The edges 0 and 1.12 eV are imposed on the cluster; they do not follow from $V_1$ and $V_2$. A full diamond crystal built from the same $e$, $V_1$ and $V_2$ has its gap between $e+V_1-V_2=-2.6$ eV and $e-3V_1+V_2=0.40$ eV, so the level at $e$ would sit at its conduction edge. The level at $e$, the weight 0.75 and the counts above therefore belong to the truncated cluster and do not show that the counts survive in an extended crystal.

Of the effects sized here, this combination comes closest to undoing the result for VH4. The value of $h$ is a trial size, and orbital overlap is omitted. Rough estimates for bare hydrogen atoms 0.14 nm apart run from about 2 to 5 eV, depending on the method (half the splitting of the two lowest levels of H$_2^+$ is 3.7 eV). This range lies above the trial value and spans both thresholds, so at the unrelaxed geometry the model does not settle whether the gap stays clear. A quantitative decision for the real defect requires relaxed positions and a self-consistent calculation with the extended crystal.

The numerical output below lists the levels and trial corrections.

## Computed values

```
Gap 1.12 eV; hybrid energy e 0.40 eV; coupling t 0.25 eV
Hydrogen energy e_H -2.00 eV; Si-H coupling V 5.00 eV
V: dangling levels (eV): -0.350, 0.650, 0.650, 0.650
V: gap levels 3, electrons in them 2
VH: dangling levels (eV): -0.114, 0.650, 0.650
VH: gap levels 2, electrons in them 1
VH: symmetric level, V infinite -0.100 eV, shift estimate -0.0142 eV
VH2: dangling levels (eV): 0.129, 0.650
VH2: gap levels 2, electrons in them 2
VH2: symmetric level, V infinite 0.150 eV, shift estimate -0.0215 eV
VH3: dangling levels (eV): 0.381
VH3: gap levels 1, electrons in them 1
VH3: symmetric level, V infinite 0.400 eV, shift estimate -0.0180 eV
VH4: dangling levels (eV): none
VH4: gap levels 0, electrons in them 0
VH4 bonding levels (eV): -6.243, -5.848, -5.848, -5.848
VH4 antibonding levels (eV): 3.893, 4.498, 4.498, 4.498
VH4 clearance below E_v 5.848 eV, above E_c 2.773 eV
Smallest V that clears the gap of VH4: 2.142 eV
Trial distortion d 0.10 eV: V gap levels (eV): 0.450, 0.750, 0.750
Trial distortion g 0.05 eV: VH gap levels (eV): 0.557, 0.750
Trial repulsion U 0.30 eV: VH2 triplet above singlet by 0.372 eV
Thermal energy kT at 300 K: 0.0259 eV
VH3 charge-transition levels with U: (+/0) 0.381 eV, (0/-) 0.681 eV
Back-bond model: same-atom coupling 1.50 eV, Si-Si coupling 4.50 eV
Isolated dangling level 0.400 eV, weight on its hybrid 0.750
Bare t used with back bonds: 0.333 eV
Rough lattice constant 0.543 nm, Si-H length 0.150 nm
Unrelaxed H-H distance in VH4: 0.139 nm
Trial H-H coupling: 2.00 eV
V with back bonds and H-H: gap levels (eV): 0.647, 0.647, 0.647
VH with back bonds and H-H: gap levels (eV): 0.647, 0.647
VH2 with back bonds and H-H: gap levels (eV): 0.093, 0.647
VH3 with back bonds and H-H: gap levels (eV): 0.326
VH4 with back bonds and H-H: gap levels (eV): none
VH4 with both effects: highest filled -3.412 eV, lowest empty 1.532 eV
H-H coupling that refills the gap, four-hybrid model: 4.629 eV
H-H coupling that refills the gap, with back bonds: 3.134 eV
```
